# Tracer diffusivity from the depth profile of a thin surface source

## Problem

A very thin layer of tracer atoms is deposited on the flat surface of a thick solid. The solid is held at a fixed temperature for \(t=1.0\times10^{5}\ \mathrm{s}\) and then cut into thin sections parallel to the surface. The tracer concentration \(c\) is measured in each section. When \(\ln c\) is plotted against the squared depth \(x^2\), the points lie on a straight line that falls by \(s=2.5\times10^{11}\) per square metre. What is the diffusivity \(D\) of the tracer?

Three conventions matter. The logarithm is taken as natural; the case of a base-ten plot is treated below. The symbol \(s\) is the positive size of the falling slope, so that

\[
\ln\frac{c}{c_0}=-s\,x^2 ,
\]

where \(c_0\) is the concentration at the surface at the end of the anneal. Depth is measured inward from the surface at \(x=0\).

The model assumes that \(D\) does not depend on position, time or concentration, that no tracer leaves through the surface, and that the layer is thin and the solid thick compared with the depth the tracer reaches.

## First estimate by scaling

The slope \(s\) has the unit of an inverse squared length, so the plot itself supplies a length,

\[
\frac{1}{\sqrt{s}}=\frac{1}{\sqrt{2.5\times10^{11}\ \mathrm{m^{-2}}}}=2.0\times10^{-6}\ \mathrm{m}.
\]

This is the depth at which the concentration has fallen to \(1/e\) of its surface value. A diffusivity has the unit of squared length per time. The amount of tracer per area, \(M\), cannot enter: multiplying \(M\) by a constant multiplies \(c\) by the same constant at every depth, which shifts \(\ln c\) without tilting the line. The remaining quantities \(s\) and \(t\) can be combined into a diffusivity in one way,

\[
D=\frac{\beta}{t\,s},
\]

with \(\beta\) a pure number that dimensions cannot fix. Setting \(\beta=1\) gives

\[
D_{\text{est}}=\frac{1}{(1.0\times10^{5}\ \mathrm{s})(2.5\times10^{11}\ \mathrm{m^{-2}})}=4\times10^{-17}\ \mathrm{m^2/s}.
\]

To find \(\beta\), the diffusion equation has to be solved.

## Exact solution of the model

**The equation and its conditions.** Fick's law gives the tracer flux toward larger depth as \(J=-D\,\partial c/\partial x\). Conservation of tracer requires \(\partial c/\partial t=-\partial J/\partial x\). With constant \(D\),

\[
\frac{\partial c}{\partial t}=D\,\frac{\partial^2 c}{\partial x^2}.
\]

No tracer crosses the surface, so \(\partial c/\partial x=0\) at \(x=0\). The total amount stays fixed: \(\int_0^\infty c\,dx=M\).

**Reduction to one variable.** The thin layer and the thick solid introduce no length of their own. The one length that can be built from \(D\) and \(t\) is \(\sqrt{Dt}\), and \(c\) is proportional to \(M\). Hence

\[
c=\frac{M}{\sqrt{Dt}}\,f(\xi),\qquad \xi=\frac{x}{\sqrt{Dt}} .
\]

At fixed \(x\), \(\partial\xi/\partial t=-\xi/(2t)\). The prefactor also depends on time, with \(\partial (Dt)^{-1/2}/\partial t=-(Dt)^{-1/2}/(2t)\). The two contributions add to

\[
\frac{\partial c}{\partial t}=-\frac{M}{\sqrt{Dt}}\,\frac{1}{2t}\,\bigl(f+\xi f'\bigr)
=-\frac{M}{\sqrt{Dt}}\,\frac{1}{2t}\,(\xi f)' .
\]

Each derivative with respect to \(x\) brings a factor \(1/\sqrt{Dt}\), so

\[
D\,\frac{\partial^2c}{\partial x^2}=D\,\frac{M}{\sqrt{Dt}}\,\frac{f''}{Dt}=\frac{M}{\sqrt{Dt}}\,\frac{f''}{t}.
\]

Equating the two and cancelling the common factor \(M/(t\sqrt{Dt})\) leaves

\[
f''+\tfrac12(\xi f)'=0 .
\]

**Integration.** Both terms are derivatives, so \(f'+\tfrac12\xi f\) is a constant. At \(\xi=0\) the second term vanishes, and so does \(f'(0)\) because the surface flux is zero. The constant is therefore zero, and

\[
\frac{f'}{f}=-\frac{\xi}{2}\quad\Longrightarrow\quad f=A\,e^{-\xi^2/4}.
\]

The amount of tracer fixes \(A\). Since \(dx=\sqrt{Dt}\,d\xi\), the condition is \(\int_0^\infty f\,d\xi=1\). With \(\xi=2u\),

\[
\int_0^\infty e^{-\xi^2/4}\,d\xi=2\int_0^\infty e^{-u^2}du=\sqrt\pi ,
\]

so \(A=1/\sqrt\pi\) and

\[
c(x,t)=\frac{M}{\sqrt{\pi Dt}}\;e^{-x^2/(4Dt)} .
\]

As \(t\to0\) the width shrinks to zero at fixed \(M\), which is the instantaneous surface source.

**Inversion.** Dividing by the surface value \(c_0=M/\sqrt{\pi Dt}\) and taking the logarithm gives \(\ln(c/c_0)=-x^2/(4Dt)\). Comparison with the measured line yields

\[
s=\frac{1}{4Dt},\qquad D=\frac{1}{4\,t\,s}.
\]

With the given numbers,

\[
D=\frac{1}{4(1.0\times10^{5}\ \mathrm{s})(2.5\times10^{11}\ \mathrm{m^{-2}})}=1.0\times10^{-17}\ \mathrm{m^2/s}=1.0\times10^{-13}\ \mathrm{cm^2/s}.
\]

**Base-ten plots.** Because \(\log_{10}c=\ln c/\ln10\), a base-ten plot has the slope \(s_{10}=1/(4Dt\ln10)\). If the stated slope belonged to such a plot, the diffusivity would be smaller by the factor \(\ln 10=2.3026\), namely \(4.3\times10^{-18}\ \mathrm{m^2/s}\).

**Two checks.** The solution predicts \(c/c_0=0.36788\) at 2000 nm and \(0.018316\) at 4000 nm. The logarithms are \(-1\) and \(-4\). They differ by 3 while \(x^2\) changes by \(12\times10^{-12}\ \mathrm{m^2}\), which returns \(2.5\times10^{11}\ \mathrm{m^{-2}}\).

An independent check does not use the Gaussian. The diffusion equation was solved on 400 cells spanning 12 000 nm, with all tracer initially in the surface cell and with the value of \(D\) just found. A line fitted to \(\ln c\) down to 6000 nm has the slope \(2.4988\times10^{11}\ \mathrm{m^{-2}}\), which is 0.05 % below the given one. In that range the computed concentration differs from the formula by at most 0.50 % of the local value.

## Comparison of estimate and solution

The scaling estimate has the correct dependence on \(t\) and \(s\), but it is four times too large because the solution gives \(\beta=1/4\). One factor \(1/2\) comes from differentiating \(\sqrt{Dt}\) with respect to time. The other comes from integrating \(\xi/2\) to \(\xi^2/4\).

The mean squared depth shows how the choice of length matters. Multiply the diffusion equation by \(x^2\) and integrate over depth. Two integrations by parts give

\[
\frac{d}{dt}\int_0^\infty x^2c\,dx=D\int_0^\infty x^2\frac{\partial^2c}{\partial x^2}dx=2D\int_0^\infty c\,dx=2DM ,
\]

since the boundary terms \(x^2\,\partial c/\partial x\) and \(2xc\) vanish at both ends. The mean squared depth starts from zero, so \(\langle x^2\rangle=2Dt\). The plot, however, delivers \(1/s=4Dt\), which is twice as large. Reading \(1/s\) as the mean squared depth would therefore give a diffusivity twice too large.

## Other sources

**A buried plane.** If the same \(M\) is placed on a plane inside a large solid, it spreads to both sides. By symmetry no tracer crosses the plane, so each side is the problem above with \(M/2\). The prefactor is halved and the slope is unchanged.

**A source that is not exhausted.** Suppose instead that the surface concentration is held at \(c_s\). Then \(c=c_s\,g(\xi)\) without a time-dependent prefactor, and the diffusion equation becomes \(g''=-\tfrac12\xi g'\). Hence \(g'\propto e^{-\xi^2/4}\). With \(g(0)=1\) and \(g(\infty)=0\),

\[
c=c_s\,\mathrm{erfc}(z),\qquad z=\frac{x}{2\sqrt{Dt}},\qquad \mathrm{erfc}(z)=\frac{2}{\sqrt\pi}\int_z^\infty e^{-u^2}du .
\]

Its local slope against \(x^2\) follows from \(d(x^2)=2x\,dx\):

\[
-\frac{d\ln c}{d(x^2)}=\frac{1}{4Dt}\,\frac{e^{-z^2}}{\sqrt\pi\,z\,\mathrm{erfc}(z)} .
\]

The second factor exceeds 1, because \(u/z\ge1\) in the integral gives \(\int_z^\infty e^{-u^2}du<\int_z^\infty (u/z)e^{-u^2}du=e^{-z^2}/(2z)\). It grows without bound toward the surface and tends to 1 at great depth. The plot is therefore curved and steepest near the surface, and \(1/(4ts)\) would understate \(D\). A straight line down to small depths speaks against this kind of source.

## Finite film and finite sections

Let \(L=2\sqrt{Dt}=2000\ \mathrm{nm}\). A film of thickness \(h\) on a surface without flux is equivalent to a layer from \(-h\) to \(h\) in an unbounded solid, since the mirror image keeps the surface flux at zero. Its profile is the Gaussian averaged over source positions \(y\) between \(-a\) and \(a\), with \(a=h\). A section of thickness \(w\) averages the profile in the same way, with \(a=w/2\). In both cases

\[
\left\langle e^{-(x-y)^2/L^2}\right\rangle=e^{-x^2/L^2}\left\langle e^{2xy/L^2}e^{-y^2/L^2}\right\rangle
\approx e^{-x^2/L^2}\left[1+\frac{2x^2\langle y^2\rangle}{L^4}-\frac{\langle y^2\rangle}{L^2}\right].
\]

Terms odd in \(y\) average to zero, and terms beyond second order in \(y\) have been dropped. With \(\langle y^2\rangle=a^2/3\), the logarithm has the falling slope

\[
s'\approx\frac{1}{L^2}\left(1-\frac{2a^2}{3L^2}\right),
\]

so the inferred diffusivity is too large by the fraction \(2a^2/(3L^2)\). A 20 nm film gives \(2(20)^2/[3(2000)^2]=0.0067\,\%\). Sections of 200 nm have \(a=100\ \mathrm{nm}\) and give 0.17 %. Line fits to the full averaged profiles, with 30 section centres down to 5900 nm, give 0.0067 % and 0.166 %. The film result assumes that the film has the same \(D\) as the solid and that depth is counted from the outer face of the film. If depth is counted from the face under the film, every depth is too small by \(h\) and \(\ln c\) gains a term \(-2hx/L^2\). For 20 nm, the same fit then understates \(D\) by about 0.6 %.

## Germanium as a real case

Self-diffusion in undoped, single-crystal germanium can be followed with a radioactive germanium tracer. Rough typical parameters are a prefactor \(D_0=20\ \mathrm{cm^2/s}\) and an activation energy \(Q=3.1\ \mathrm{eV}\) in \(D=D_0e^{-Q/kT}\). Solving for the temperature,

\[
T=\frac{Q}{k\ln(D_0/D)}\approx1092\ \mathrm{K},
\]

which means about 1100 K, below the melting temperature of roughly 1200 K. The example thus describes a hot but solid crystal. The effects below are sized one at a time with the others absent, and each change in \(D\) is relative to its true value. Fast paths along dislocations or grain boundaries are not included.

**Temperature.** Differentiating the Arrhenius law gives \(d\ln D/dT=Q/(kT^2)\). Here \(D\) rises by about 3 % for one kelvin. A thermometer error does not alter the \(D\) read from the profile; it assigns that \(D\) to the wrong temperature.

**Heating and cooling.** If \(D\) varies in time, the variable \(\tau=\int D\,dt\) turns the diffusion equation into \(\partial c/\partial\tau=\partial^2c/\partial x^2\), so \(Dt\) in the solution is replaced by \(\tau\). Linear ramps of 1 K/s between 300 K and the anneal temperature together count as about 63 s at full temperature. If \(t\) includes the hold alone, \(D\) is overstated by about \(63/10^5=0.063\,\%\).

**Evaporation.** Let the surface recede at speed \(v\), and measure \(x\) from the moving surface. A fixed point of the crystal has the coordinate \(X=x+vt\), so

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}+v\frac{\partial c}{\partial x}.
\]

Integrated over depth, this makes the tracer content change at the rate \(-D\,\partial c/\partial x|_0-v\,c(0)\). Tracer carried off in proportion with the host accounts for \(-v\,c(0)\), so \(\partial c/\partial x=0\) still holds at the surface. The solution is

\[
\frac{c}{M}=G-\frac{v}{2D}E,\qquad G=\frac{e^{-X^2/4Dt}}{\sqrt{\pi Dt}},\qquad E=\mathrm{erfc}\!\left(\frac{X}{2\sqrt{Dt}}\right).
\]

Both \(G\) and \(E\) were shown above to solve the diffusion equation in a fixed frame. At \(t\to0\), \(G\) is the surface source and \(E\) vanishes for \(x>0\). Using \(\partial G/\partial x=-XG/(2Dt)\) and \(\partial E/\partial x=-G\),

\[
\frac1M\frac{\partial c}{\partial x}=\frac{G}{2D}\left(v-\frac{X}{t}\right)=-\frac{x\,G}{2Dt},
\]

which is zero at \(x=0\), as required. Division by \(-2x\,c/M\) gives the local slope

\[
-\frac{d\ln c}{d(x^2)}=\frac{1}{4Dt}\;\frac{1}{1-vE/(2DG)} .
\]

It is steeper than without evaporation, so \(D\) is understated. For a rough vapour pressure \(p=10^{-8}\ \mathrm{Torr}\), kinetic theory gives an evaporation flux of at most \(p/\sqrt{2\pi mkT}\), with \(m\) the atomic mass. Divided by the atomic density of the crystal, this flux corresponds to a recession of about 30 nm during the anneal. That is more than the thickness of the 20 nm film, yet only about 3 % of the tracer is lost, because most of it has already diffused inward. A fit over the 30 sections understates \(D\) by about 0.7 %. This applies to free evaporation into vacuum at the assumed pressure; other loss paths, such as a volatile oxide formed with residual oxygen, are not included. The bias is nearly proportional to \(p\), and thermochemical data for germanium suggest a pressure about 1.4 to 3 times larger at this temperature; \(p=2\times10^{-8}\ \mathrm{Torr}\) gives about 1.4 %. The bias also grows for shallower fits, to about 1.0 % for the first 20 sections and 1.4 % for the first 10 at the assumed pressure. In a sealed capsule, vapour returning to the surface reduces the recession. If that vapour contains little tracer, however, exchange with it still removes tracer from the surface, and the formula above no longer applies.

**Radioactive decay.** Decay multiplies \(c\) by the same factor at every depth and leaves the slope unchanged, provided all counts are referred to one moment. Suppose instead that the sections are counted from shallow to deep over 1.0 day without correction. With a half-life of roughly 11 days, the deepest section loses an extra \(\ln2\times1.0/11\approx0.06\) in \(\ln c\). The line is steepened, and \(D\) is understated by roughly 0.7 %.

For the assumed vapour pressure and the fit over 30 sections, each of the sized effects moves the inferred diffusivity by less than 1 %, and their magnitudes add up to less than 2 %. At twice the pressure the sum is about 2.3 %. These effects leave \(1.0\times10^{-13}\ \mathrm{cm^2/s}\) standing to the two digits given. The depth calibration has not been included: since \(D\propto1/s\) scales as the square of the depth scale, an error of 1 % in depth shifts \(D\) by 2 %. Its place on an Arrhenius plot is less secure, since an error of one kelvin there counts for about 3 %. The computed values are collected in the numerical output.

## Computed values

```
Anneal time: 1.0e+05 s
Given falling slope of ln c: 2.50e+11 m^-2
Diffusivity: 1.000e-17 m^2/s
Diffusivity, converted: 1.000e-13 cm^2/s
Diffusivity if plot used log10: 4.343e-18 m^2/s
ln 10: 2.3026
1/e depth 2 sqrt(Dt): 2000.0 nm
c/c(surface) at 1000 nm: 7.7880e-01
c/c(surface) at 2000 nm: 3.6788e-01
c/c(surface) at 4000 nm: 1.8316e-02
Simulated slope of ln c: 2.4988e+11 m^-2
Simulated slope, log10 case: 2.4988e+11 m^-2
Largest simulated profile error: 0.50 %
Ge activation energy (rough): 3.1 eV
Ge prefactor (rough): 20 cm^2/s
Temperature for this D (rough): 1092 K
Ge melting temperature (rough): 1210 K
Change of D for +1 K: 3.06 %
Ramp rate: 1.0 K/s
Extra time, both ramps: 62.7 s
D bias from ramps: +0.063 %
Film thickness: 20 nm
D bias from film thickness: +0.0067 %
Section thickness: 200 nm
Number of sections: 30
Deepest section centre: 5900 nm
D bias from section thickness: +0.166 %
Ge vapour pressure (rough): 1e-08 Torr
Surface recession, free vacuum: 28.3 nm
Tracer lost by recession: 3.15 %
D bias from recession: -0.72 %
Tracer half-life (rough): 11.4 days
Counting period: 1.0 days
D bias, decay uncorrected: -0.65 %
```
